# ZORA and Dirac energies of a hydrogenlike ion by coordinate scaling, part 2

One electron moves in the field of a fixed point nucleus of charge \(Z\), with \(V(\mathbf r)=-Z/r\) and \(0<Z/c<1\). Atomic units are used: energies are in hartree, lengths in bohr, and \(c=137.035999\). The momentum operator is \(\mathbf p=-i\nabla\), and \(\boldsymbol\sigma\) is the vector of Pauli matrices. The Dirac energy without the rest energy \(c^2\) is \(\varepsilon\). The small component \(\chi\) follows from the large component \(\phi\):

\[
\chi=\frac{c}{2c^2+\varepsilon-V}\,\boldsymbol\sigma\cdot\mathbf p\,\phi .
\tag{4}
\]

Eliminating it gives

\[
\left[\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2c^2+\varepsilon-V}\,
\boldsymbol\sigma\cdot\mathbf p+V\right]\phi=\varepsilon\phi .
\tag{5}
\]

The zeroth-order regular approximation, ZORA, drops \(\varepsilon\) from the denominator:

\[
\left[\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2c^2-V}\,
\boldsymbol\sigma\cdot\mathbf p+V\right]\phi_{\rm Z}=E\phi_{\rm Z} .
\tag{7}
\]

Here \(E\) is the unscaled ZORA energy. With \(\lambda=1+\varepsilon/(2c^2)\), the change of length \(\mathbf r'=\lambda\mathbf r\) turns (5) into (7). For every bound state,

\[
E=\frac{\varepsilon}{\lambda},\qquad
\varepsilon=\frac{E}{1-E/(2c^2)},\qquad
E-\varepsilon=-\frac{\varepsilon^2}{2c^2+\varepsilon} .
\tag{32}
\]

The ZORA orbital is \(\phi\) contracted by the factor \(\lambda\), so its mean radius is \(\lambda\) times that of \(\phi\), which is \((2\gamma+1)/(2Z)\) for 1s.

The Dirac levels are

\[
\varepsilon=c^2\left\{
\left[1+\frac{Z^2}{c^2(N+\gamma)^2}\right]^{-1/2}-1\right\},
\qquad N=n-|\kappa| .
\tag{28}
\]

Here \(n\) is the principal quantum number, \(\gamma=\sqrt{\kappa^2-Z^2/c^2}\), and \(\kappa=-1,1,-2\) for s, p\(_{1/2}\) and p\(_{3/2}\).

The radial functions \(P\) (large component) and \(Q\) (small component) start as \(a_0r^s\) and \(b_0r^s\), with \(s=\gamma\) and

\[
(s+\kappa)a_0=\frac Zc\,b_0,\qquad
(s-\kappa)b_0=-\frac Zc\,a_0 .
\tag{18}
\]

For 1s, both are proportional to \(r^\gamma e^{-Zr}\), \(\lambda=(1+\gamma)/2\), and

\[
E_{1s}=-2c^2\frac{1-\gamma}{1+\gamma},
\qquad
E_{1s}-\varepsilon_{1s}
=-c^2\frac{(1-\gamma)^2}{1+\gamma}
=-\frac{Z^4}{c^2(1+\gamma)^3} .
\tag{31}
\]

For small \(Z/c\), the leading error of level \(n\) is \(-Z^4/(8n^4c^2)\). At this order ZORA doubles the relativistic lowering of 1s. The numerical example has \(Z=74\).

### Scaled ZORA

Replace \(2c^2\) in the ZORA denominator by a positive number \(a\), but keep \(c^2\) in the numerator:

\[
H(a)=\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{a-V}\,\boldsymbol\sigma\cdot\mathbf p+V .
\tag{34}
\]

Let \(s=a/(2c^2)\) and \(\mathbf r'=s\mathbf r\). Then \(\mathbf p=s\mathbf p'\), \(V(\mathbf r)=sV(\mathbf r')\), and \(a-V(\mathbf r)=s[2c^2-V(\mathbf r')]\). The kinetic term acquires the factor \(s^2/s=s\), as does the potential term. The eigenvalue of \(H(a)\) that belongs to the ZORA level \(E\) is therefore

\[
E(a)=sE=\frac{a}{2c^2}E .
\tag{35}
\]

It is linear in \(a\). The Dirac equation after elimination of the small component is the condition \(E(2c^2+\varepsilon)=\varepsilon\), and inserting (35) recovers (32).

The slope can also be found from the wave function. Let \(\phi_a\) be a normalized eigenfunction of \(H(a)\). Differentiating \(E(a)=\langle\phi_a|H(a)|\phi_a\rangle\) gives a term with \(dH/da\), and two terms in which \(\phi_a\) is differentiated. The last two add up to \(E(a)\,d\langle\phi_a|\phi_a\rangle/da\), which is zero because the norm is fixed. This is the Hellmann–Feynman theorem:

\[
\frac{dE}{da}=-\left\langle\phi_a\left|
\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{(a-V)^2}\,
\boldsymbol\sigma\cdot\mathbf p
\right|\phi_a\right\rangle .
\tag{36}
\]

At \(a=2c^2\), call the positive expectation value on the right \(S\):

\[
S=\left\langle\phi_{\rm Z}\left|
\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{(2c^2-V)^2}\,
\boldsymbol\sigma\cdot\mathbf p
\right|\phi_{\rm Z}\right\rangle
=-\frac{E}{2c^2} .
\tag{37}
\]

The equality follows by comparing (36) with the slope \(E/(2c^2)\) of (35). The number \(S\) is the squared norm of the small component that ZORA assigns to its normalized orbital.

Scaled ZORA uses this number to restore part of the energy dependence that was dropped. To first order in \(\varepsilon\),

\[
\frac{c^2}{2c^2+\varepsilon-V}
\simeq\frac{c^2}{2c^2-V}
-\varepsilon\frac{c^2}{(2c^2-V)^2} .
\tag{38}
\]

Taking the expectation value with \(\phi_{\rm Z}\) gives the estimate \(\varepsilon\simeq E-\varepsilon S\). Its solution defines the scaled energy

\[
E_{\rm sc}=\frac{E}{1+S} .
\tag{39}
\]

In a general potential this is an approximation. For the hydrogenlike ion, (37) turns it into

\[
E_{\rm sc}=\frac{E}{1-E/(2c^2)}=\varepsilon .
\tag{40}
\]

The first-order estimate is exact here because \(E(a)\) is a straight line. Its tangent at \(a=2c^2\) gives the correct value at \(a=2c^2+\varepsilon\) as well. The scaled energy is correct although the orbital remains contracted.

The explicit 1s solution provides a check by hand. The first leading relation at the origin gives \(Q/P=-c(1-\gamma)/Z\), and this ratio is the same at every distance. Its square is \(c^2(1-\gamma)^2/Z^2=(1-\gamma)/(1+\gamma)\), because \(Z^2/c^2=(1-\gamma)(1+\gamma)\). The formula for \(E_{1s}\) in (31) gives the same number for \(-E/(2c^2)\). The ratio of small to large norm agrees between the Dirac and ZORA functions, as the constant slope in (35) requires.

### Response to a constant potential

If a constant \(\Delta\) is added to \(V\), the Dirac energy moves by \(\Delta\). In ZORA the constant enters the denominator too, which becomes \(2c^2-\Delta-V\). The operator is \(H(2c^2-\Delta)+\Delta\). For \(\Delta<2c^2\), (35) gives

\[
E_\Delta=\left(1-\frac{\Delta}{2c^2}\right)E+\Delta
=E+\Delta\left(1-\frac{E}{2c^2}\right)
=E+\Delta(1+S) .
\tag{41}
\]

The level moves too far by \(\Delta S\). This is the gauge error of unscaled ZORA. The slope of \(E(a)\) is independent of \(a\), so the norm entering the scaled energy is still \(S\). Dividing (41) by \(1+S\),

\[
\frac{E_\Delta}{1+S}
=\frac{E}{1+S}+\Delta
=\varepsilon+\Delta .
\tag{42}
\]

Scaled ZORA therefore has the correct response to a constant potential for this ion.

### Where the simple relation fails

The derivation needs the potential to obey \(V(\mathbf r)=\lambda V(\lambda\mathbf r)\). A screened potential such as \(-Ze^{-\beta r}/r\), with a fixed screening constant \(\beta\), does not have this property. The charge cloud of a many-electron atom also introduces lengths that do not change with \(\lambda\).

A nucleus of finite size shows the failure in a controlled way. For a uniformly charged sphere of radius \(R\),

\[
V_R(r)=
\begin{cases}
-\dfrac{Z}{2R}\left(3-\dfrac{r^2}{R^2}\right), & r<R,\\[2mm]
-\dfrac Zr, & r\ge R .
\end{cases}
\tag{43}
\]

Replacing \(r\) by \(\lambda r\) and \(R\) by \(\lambda R\) leaves the round bracket unchanged and divides its prefactor by \(\lambda\). Hence \(V_R(r)=\lambda V_{\lambda R}(\lambda r)\). The scaling now connects two different nuclei:

\[
E(\lambda R)=\frac{\varepsilon(R)}{\lambda},\qquad
\lambda=1+\frac{\varepsilon(R)}{2c^2} .
\tag{44}
\]

At one fixed radius, \(E(R)\) is not \(\varepsilon(R)/\lambda\). The sign of the difference for the ground state can be derived. Enlarging the sphere raises \(V_R\) inside it and nowhere lowers it. Both \(V_R\) and \(c^2/(2c^2-V_R)\) then increase or stay unchanged, so the ground energy of ZORA rises. Since \(R>\lambda R\), \(E(R)\) lies above \(E(\lambda R)=\varepsilon(R)/\lambda\).

### The 1s level for nuclear charge 74

For a tungsten nucleus with a single electron, \(Z/c=74/137.035999=0.540004\). Its square is 0.2916044, and

\[
\gamma=\sqrt{1-0.2916044}=0.841662,\qquad
\lambda=\frac{1+0.841662}{2}=0.920831 .
\tag{45}
\]

With \(2c^2=37557.730\) hartree, the Dirac energy is \(-c^2(1-\gamma)=-2973.40\) hartree, or \(-80.91\) keV. The ZORA energy follows from the scale factor:

\[
E_{1s}=\frac{-2973.40}{0.920831}\ \text{hartree}
=-3229.04\ \text{hartree} ,
\tag{46}
\]

which is \(-87.87\) keV. The error formula gives the same difference directly:

\[
E_{1s}-\varepsilon_{1s}
=-\frac{(2973.40)^2}{37557.73-2973.40}\ \text{hartree}
=-255.64\ \text{hartree} .
\tag{47}
\]

This is \(-6.96\) keV, an overbinding of 8.60 percent relative to the Dirac energy. The leading estimate \(-Z^4/(8c^2)\) is \(-199.60\) hartree. By (31), the full error is larger by the factor \(8/(1+\gamma)^3=1.281\).

The nonrelativistic energy is \(-2738.00\) hartree. Relativity lowers the level by 235.40 hartree in the Dirac equation and by 491.04 hartree in ZORA. The ratio is 2.09, close to the factor two found at leading order. The mean radius is 0.018131 bohr for the Dirac large component and 0.016695 bohr for the ZORA orbital, and their ratio is \(\lambda\).

These energies were also obtained by diagonalizing the radial ZORA and four-component Dirac operators separately. The 1s results agree with the closed formulas to the four decimals of the numerical output. The relation was tested for \(Z=20\), 50 and 74, with the three lowest s levels and the two lowest p\(_{3/2}\) levels in each case. The largest difference between the ZORA eigenvalue and the value mapped from the Dirac eigenvalue was \(2.9\times10^{-11}\) hartree. The scaled 1s energy for \(Z=74\), evaluated from the expectation value \(S\), was \(-2973.4006\) hartree, equal to the Dirac value to the digits given.

### Excited levels and intervals

The errors of the higher levels are much smaller:

| Level | Dirac (hartree) | ZORA (hartree) | Error (hartree) |
|---|---:|---:|---:|
| 2s, 2p\(_{1/2}\) | −758.68 | −774.32 | −15.64 |
| 2p\(_{3/2}\) | −697.45 | −710.65 | −13.20 |
| 3s | −330.15 | −333.08 | −2.93 |

The 2s and 2p\(_{1/2}\) levels have the same \(N\) and \(|\kappa|\) in (28), hence the same Dirac energy. The map depends on the state through \(\varepsilon\) alone, so ZORA keeps the degeneracy. The 1s error is 16.3 times the 2s error, close to the factor \(2^4=16\) of the leading estimate.

For two levels 1 and 2, the relation gives

\[
E_2-E_1
=\frac{\varepsilon_2\lambda_1-\varepsilon_1\lambda_2}{\lambda_1\lambda_2}
=\frac{\varepsilon_2-\varepsilon_1}{\lambda_1\lambda_2} .
\tag{48}
\]

The products \(\varepsilon_1\varepsilon_2/(2c^2)\) in the numerator cancel. Every interval between bound levels of different Dirac energy is therefore too large in unscaled ZORA. The interval from 1s to 2p\(_{3/2}\) is 2275.95 hartree in the Dirac equation and 2518.39 hartree in ZORA. The error of 242.44 hartree is 10.7 percent of the Dirac interval. The errors of the two levels cancel only slightly, because the 1s error is much the larger. The 2p\(_{1/2}\)–2p\(_{3/2}\) splitting is 61.22 hartree in the Dirac equation and 63.67 hartree in ZORA, an excess of 4.0 percent.

### Size of the neglected effects

A rough nuclear radius of \(1.2\ \text{fm}\times A^{1/3}\), with mass number \(A=184\), is 6.83 fm. At this radius the finite nucleus raises the Dirac 1s level by 1.06 hartree and the ZORA level by 1.43 hartree. The last digits depend on the rough radius: an increase of 0.1 fm raises these shifts by about 0.03 and 0.04 hartree. The ZORA error changes from \(-255.64\) to \(-255.27\) hartree. The simple relation, applied at fixed radius, fails by 0.18 hartree, with the sign derived below (44).

The scale of nuclear recoil is the binding energy times the ratio of electron to nuclear mass, or 0.009 hartree. For the electron self-energy, the customary scale \((Z/c)^4c/\pi\) is 3.7 hartree. This scale is quoted without derivation, and the coefficient of order one that multiplies it has not been calculated. Vacuum polarization has not been sized. The Dirac energy given here is thus a reference within the point-nucleus model, and its decimals serve the comparison with ZORA. They are not a prediction of a measured energy to that accuracy.

### Meaning for tungsten compounds

A tungsten atom in a compound is far from a bare one-electron ion. Its 1s binding energy is roughly 70 keV, against 80.9 keV in the model. The missing ingredient is chiefly the repulsion by the other electrons. As a rough model, let this repulsion add a constant of 11 keV over the small region of the 1s orbital. From (41), the ZORA error changes by \(\Delta S\). With \(S=3229.04/37557.73=0.0860\), this is about \(+0.9\) keV, and the magnitude of the error falls from 7.0 to about 6 keV. The estimate ignores the variation of the screening potential and the relaxation of the other electrons when the 1s electron is removed.

The same formula bears on shifts of core levels between compounds. If the surroundings add 1 hartree to the potential, uniformly over the orbital, the unscaled 1s level of the ion moves by 1.086 hartree and the scaled level by 1.000 hartree. The value of 1 hartree is only a convenient unit, much larger than actual chemical shifts. Within this constant-shift model, unscaled ZORA exaggerates the shift of the 1s level by 8.6 percent, and the scaled 1s energy is the better choice. The excess is the number \(S\) of the level in question. By (37) it is 1.9 percent for 2p\(_{3/2}\) and 0.9 percent for 3s of the ion, and it is smaller for more weakly bound levels, where scaled and unscaled energies shift almost alike. The exactness of the scaled energies is proved here for the one-electron ion alone.

This conclusion requires that the added potential also enters the ZORA denominator. Many programs put a model potential there, built from free atoms. Suppose that it is the same in the core region for the compounds compared, which need not hold exactly when it is summed over neighbouring atoms. A constant \(\Delta\) then enters only the potential term of the operator. The orbital and \(S\) do not change, the unscaled level moves by the correct amount \(\Delta\), and the scaled level moves by \(\Delta/(1+S)\), or 0.921 hartree for \(\Delta=1\) hartree. Before core-level shifts are compared, one must therefore know which potential the program uses in the denominator.

The 1s error must not be read as an error of a bond energy or of a reaction barrier. Those quantities depend on differences of total energies and on valence electrons, which the bare ion does not contain.

## Computed results

```
speed of light c = 137.035999 a.u.
2 c^2 = 37557.730 hartree
nuclear charge Z = 74
Z/c = 0.540004
gamma for 1s = 0.841662
scale factor lambda for 1s = 0.920831
nonrelativistic 1s energy = -2738.000 hartree
Dirac 1s energy, closed form = -2973.4006 hartree
Dirac 1s energy, matrix = -2973.4006 hartree
ZORA 1s energy, closed form = -3229.0398 hartree
ZORA 1s energy, matrix = -3229.0398 hartree
scaled ZORA 1s energy, matrix = -2973.4006 hartree
Dirac 1s energy = -80910.4 eV
ZORA 1s energy = -87866.6 eV
ZORA minus Dirac, 1s = -255.6392 hartree
ZORA minus Dirac, 1s = -6956.3 eV
relative overbinding, 1s = 8.598 percent
leading estimate -Z^4/(8c^2) = -199.603 hartree
mean radius, Dirac large component = 0.018131 bohr
mean radius, ZORA = 0.016695 bohr
largest map difference in tests = 2.9e-11 hartree
level: Dirac, ZORA, ZORA minus Dirac (all hartree)
  2s: -758.6756, -774.3170, -15.6414
  2p1/2: -758.6756, -774.3170, -15.6414
  2p3/2: -697.4518, -710.6486, -13.1968
  3s: -330.1539, -333.0819, -2.9280
1s-2p3/2 interval, Dirac = 2275.9488 hartree
1s-2p3/2 interval, ZORA = 2518.3912 hartree
error of this interval = 242.4424 hartree
constant added to potential = 1.000 hartree
resulting move of ZORA 1s = 1.085975 hartree
gauge error of ZORA 1s = 0.085975 hartree
move of scaled ZORA 1s = 1.000000 hartree
mass number used = 184
rough nuclear sphere radius = 6.83 fm
finite-nucleus shift, Dirac 1s = 1.0578 hartree
finite-nucleus shift, ZORA 1s = 1.4313 hartree
ZORA minus Dirac with finite nucleus = -255.2657 hartree
failure of simple map at fixed radius = 0.1838 hartree
nuclear recoil scale = 0.0089 hartree
self-energy scale, no coefficient = 3.709 hartree
```
